# Recovering chip power maps from backside temperature by regularised cosine-mode inversion

A camera views the back of a 0.5 mm thick die with a noise of 5 mK per pixel. The backside temperature rise runs from 30.6 to 42.7 K, so this noise is small on the scale of the picture. Yet if the heat equation is inverted exactly to find the heat flux at the front, the noise in the result is $2.3\times10^{8}$ W/cm² rms, while the true flux varies by 15.4 W/cm² rms. The heat equation is linear and its inverse is known in closed form, so the fault lies in what that inverse does to noise.

## The exact inverse

Let the die have lateral sides $L_x,L_y$, area $A=L_xL_y$, thickness $d$ and uniform conductivity $k$. The circuits deliver a steady flux $q(x,y)$ at the front, $z=0$. At the back, $z=d$, a coolant removes heat with a uniform coefficient $h$. The side walls pass no heat. All temperatures $\theta$ are rises above the coolant.

Sealed walls require zero normal derivative, which the cosine modes satisfy:

$$\phi_{mn}=c_mc_n\cos\frac{m\pi x}{L_x}\cos\frac{n\pi y}{L_y},\qquad c_0=1,\quad c_{m>0}=\sqrt2 .$$

With these factors each mode has unit mean square over the die, so the mean square of a map is the sum of its squared coefficients. Below, $q$ and $\theta$ also denote the coefficients of one mode.

Put $\theta(x,y,z)=f(z)\phi_{mn}$ into Laplace's equation. The lateral derivatives give $-\kappa^2f$, so

$$f''=\kappa^2f,\qquad \kappa^2=\left(\frac{m\pi}{L_x}\right)^2+\left(\frac{n\pi}{L_y}\right)^2 .$$

Let $f(d)=\theta$. The heat leaving the back obeys $-kf'(d)=h\theta$. The solution with this value and slope is

$$f(z)=\theta\left[\cosh\kappa(d-z)+\frac{h}{k\kappa}\sinh\kappa(d-z)\right].$$

Differentiating $d-z$ gives a minus sign, which cancels the one in Fourier's law. The flux entering at the front is therefore

$$q=-kf'(0)=\theta\,(h\cosh\kappa d+k\kappa\sinh\kappa d)\equiv\frac{\theta}{G}. \tag{1}$$

For the uniform mode, $\kappa\to0$ gives $q=h\theta$, the overall heat balance.

The example is a die of 10 mm × 8 mm × 0.5 mm with $k=120$ W/(m K) and $h=5000$ W/(m² K). Its map has a background of 10 W/cm² and five added rectangles: two cores of 3 mm side (30 and 20 W/cm²), a hot spot of 0.6 mm side inside core 1 (120 W/cm²), an accelerator of 1 mm side (60 W/cm²), and a cache of 3 mm × 1.5 mm (10 W/cm²). A finite-volume solution of the three-dimensional heat equation for this map agrees with the cosine solution at the back to 0.08 % of the rms temperature variation.

## Where the amplification begins

The factor $1/G$ grows in two stages. For $\kappa d\ll1$, use $\cosh\kappa d\simeq1+\kappa^2d^2/2$ and $\sinh\kappa d\simeq\kappa d$:

$$\frac1G\simeq h+kd\kappa^2\left(1+\frac{hd}{2k}\right)\simeq h+kd\kappa^2 .$$

The last step needs a small Biot number, and here $hd/k=0.021$. The two terms are equal at $\kappa=\sqrt{h/(kd)}$, a wavelength of $2\pi\sqrt{kd/h}=21.8$ mm. Below it, heat spreads sideways before it reaches the coolant, and the temperature pattern weakens as $1/\kappa^2$. The longest non-uniform mode of this die has wavelength $2L_x=20$ mm, so every non-uniform mode is already past this point.

For $\kappa d\gg1$ both hyperbolic functions approach $e^{\kappa d}/2$:

$$\frac1G\simeq\frac{h+k\kappa}{2}\,e^{\kappa d}. \tag{2}$$

This stage sets in near $\kappa d=1$, which is a wavelength of $2\pi d=3.14$ mm and not $d$. At wavelength $d$ we have $\kappa d=2\pi$, and $\cosh2\pi=268$ already. Relative to the uniform mode, the inverse factor $1/(hG)$ is 58 at wavelength $2\pi d$, 1750 at $2d$ and 81 000 at $d$.

To turn this into noise, let there be $N$ pixels with independent errors of standard deviation $\sigma$. The measured coefficient is the pixel average $y=\frac1N\sum_iT_i\phi(\mathbf r_i)$, a discrete cosine transform of the picture $T_i$. On the grid of pixel centres the retained modes remain orthogonal with unit mean square, so the noise variance of $y$ is

$$\sigma_a^2=\frac{\sigma^2}{N^2}\sum_i\phi^2(\mathbf r_i)=\frac{\sigma^2}{N}.$$

With $N=8000$, $\sigma_a=5/\sqrt{8000}=0.056$ mK.

Sampling could also fold short waves into long ones. With $N_x$ pixels along $x$, the phase of mode $2N_x-m$ at pixel $i$ is $2\pi i+\pi-m\pi(i+\tfrac12)/N_x$, so this mode looks like mode $m$ with its sign reversed. Such waves are shorter than two pixels, 0.2 mm, and the die has damped them by more than $e^{15}$. The largest discrepancy found in a sampled coefficient is about $2\times10^{-6}$ of $\sigma_a$.

Exact inversion leaves noise $\sigma_a/G$ in each mode. At wavelength $d$ this is

$$8.1\times10^4\times5000\times5.59\times10^{-5}\ \text{W/m}^2\simeq2.26\ \text{W/cm}^2 .$$

At $d/2$ it is 2420 W/cm². The sum $\sigma_a^2\sum G^{-2}$ over all pixel modes is dominated by the shortest waves, and its square root is the opening figure.

A first remedy is to discard wavelengths shorter than the thickness. The retained modes number about $A\kappa^2/(4\pi)\simeq1000$, and together they still carry 25.6 W/cm² of noise, more than the 15.4 W/cm² variation of the map. A cut set by geometry alone is thus too generous here. The right place depends on how much signal a mode is expected to hold.

## What a map made of blocks contains

A power map is largely a set of blocks with sharp borders, and this fixes how its content falls with $\kappa$. Consider a straight edge of length $\ell$, normal to $x$, where the flux jumps by $\Delta$. The derivative $\partial q/\partial x$ is a line of strength $\Delta$ there. In a Fourier transform the derivative multiplies by $i\kappa_x$, so the edge contributes $\Delta^2|Y(\kappa_y)|^2/\kappa_x^2$ to the squared transform, where $Y$ is the transform of a function equal to one along the edge and zero elsewhere. By Parseval's theorem $\int|Y|^2d\kappa_y/2\pi=\ell$. The square content beyond $|\kappa_x|=K$, on both signs, is

$$2\int_K^\infty\frac{d\kappa_x}{2\pi}\frac{\Delta^2\ell}{\kappa_x^2}=\frac{\Delta^2\ell}{\pi K}.$$

For $K\ell\gg1$, $|Y|^2$ is concentrated at $|\kappa_y|\ll K$, so $|\kappa_x|$ may be replaced by $\kappa$. Cross terms between separate edges oscillate with $K$ and are dropped. The cosine series continues the map evenly across the die walls, so the walls add no edges. The mean-square content beyond $K$ is then

$$R(K)=\frac{E}{\pi KA},\qquad E=\sum_{\rm edges}\Delta^2\ell . \tag{3}$$

Compared with the exact block coefficients at $K=40$ per mm, this is 1.7 % high.

To assign this content to single modes, count them. Modes sit on a grid of spacings $\pi/L_x$ and $\pi/L_y$ in one quadrant, so a quarter ring of area $\frac{\pi}{2}\kappa\,d\kappa$ holds $(A/\pi^2)(\pi/2)\kappa\,d\kappa=(A\kappa/2\pi)\,d\kappa$ of them. If $S(\kappa)$ is the mean squared coefficient on the ring,

$$S\,\frac{A\kappa}{2\pi}=-\frac{dR}{d\kappa}=\frac{E}{\pi A\kappa^2}
\quad\Longrightarrow\quad S=\frac{s}{\kappa^3},\qquad s=\frac{2E}{A^2}. \tag{4}$$

This is an average over directions. Rectangles aligned with the die concentrate their content near the two axes, which $S$ ignores. Equation (4) also overstates the content at wavelengths much longer than the blocks, but there the data are good and the prior hardly matters.

## The regularised estimate

Treat each non-uniform coefficient as drawn from a Gaussian of variance $s/\kappa^3$, and the noise as Gaussian of variance $\sigma_a^2$. The most probable map minimises

$$J=\sum\left[\frac{(Gq-y)^2}{\sigma_a^2}+\frac{\kappa^3q^2}{s}\right].$$

The modes do not mix, so each derivative vanishes separately:

$$\frac{2G(Gq-y)}{\sigma_a^2}+\frac{2\kappa^3q}{s}=0 .$$

Collecting the terms in $q$ gives

$$\hat q=Wy,\qquad W=\frac{G}{G^2+\sigma_a^2\kappa^3/s}. \tag{5}$$

The uniform mode has $\kappa=0$ and no penalty, so $W=1/G=h$ there and the total power is not shrunk. In the example the true and recovered totals are both 13.982 W. That agreement presumes a known $h$: an error of 1 % in $h$ is an error of 1 % in the total.

Formula (5) removes the exponential. Its denominator divided by $G$ is $G+\sigma_a^2/(SG)$, a sum of two positive terms whose product is $\sigma_a^2/S$. Such a sum is at least twice the root of the product, so

$$W\sigma_a\le\tfrac12\sqrt S .$$

The noise passed into a non-uniform mode is at most half the standard deviation that the prior assigns to its signal.

The strength $s$ remains to be found, and (4) cannot supply it when the edges are unknown. The data can. Under the same assumptions $y$ is Gaussian with variance $v=G^2s/\kappa^3+\sigma_a^2$, so the most likely $s$ minimises

$$\Lambda(s)=\sum_{\kappa>0}\left[\ln v+\frac{y^2}{v}\right]. \tag{6}$$

To see which modes decide it, note that $dv/d\ln s=v-\sigma_a^2$ and define $F=WG=(v-\sigma_a^2)/v$, the fraction of a coefficient that survives the filter. Then

$$\frac{d\Lambda}{d\ln s}=\sum_{\kappa>0}F\left(1-\frac{y^2}{v}\right)=0 .$$

Modes buried in noise have $F\simeq0$ and drop out. Modes with $F\simeq1$ have $y^2/v\simeq\kappa^3q^2/s$, so $s$ settles near the average of $\kappa^3q^2$ over the resolved modes.

The whole computation is one cosine transform of the picture, a one-dimensional search over $\ln s$, multiplication by $W$, and one inverse transform. Besides the picture, taken as rises above a known coolant temperature, and the lateral size of the die, it needs $k$, $d$, $h$ and $\sigma$ as inputs.

In the example the search gives $s=21.1$ (W/cm²)²/mm³. The edges of the true map, which the search does not see, give 20.5. The expected rms error with the fitted value exceeds the least possible for any $s$ in (5) by about 0.01 %. This closeness belongs to a map that is made of blocks. If the same map is smoothed with a Gaussian of 0.2 mm standard deviation, the rms error with the fitted $s$ is already about 14 % above the least possible, varying by about one point with the noise draw, and a prior suited to the smoother spectrum would be needed.

## The resolution that noise allows

The filter passes half of a coefficient, $F=\tfrac12$, where signal and noise are equal: $G^2s/\kappa_c^3=\sigma_a^2$. The example gives $\kappa_cd=4.20$, a wavelength of 0.75 mm or $1.5d$. Half a wavelength, about 0.37 mm, is the stripe width of a pattern passed at half strength. Isolated details are resolved less finely: a point source appears about 0.5 mm wide at half height, and two equal ones must lie slightly farther apart than that to show separate peaks.

To see how this moves with noise, take half the logarithm of the condition and insert (2). At the cutoff $h/(k\kappa_c)$ is about 0.5 %, so $h$ may be dropped beside $k\kappa_c$:

$$\ln\sigma_a=\tfrac12\ln s-\tfrac32\ln\kappa_c+\ln\frac2k-\ln\kappa_c-\kappa_cd .$$

Differentiation at fixed $s$, $k$ and $d$ gives

$$-\frac{d\kappa_c}{d\ln\sigma_a}=\frac{1}{d+2.5/\kappa_c}. \tag{7}$$

Since $\kappa_c=4.20/0.5=8.4$ per mm, the right side is $1/(0.5+0.30)\simeq1.25$ per mm for each factor $e$ in noise. Ten times less noise shortens the cutoff wavelength from 0.75 to 0.55 mm. If frame errors are independent, that costs a hundred times more frames.

Reaching wavelength $d$ costs more still. There the prior expects a coefficient of $\sqrt{21.1/12.57^3}\simeq0.103$ W/cm², against the inverted noise of 2.26 W/cm². The noise must fall by the ratio, a factor of 22, or about 480 times more frames.

Thinning the die acts more directly. Varying $d$ in the same equation at fixed noise, $s$ and $k$ gives $(d+2.5/\kappa_c)\,d\kappa_c=-\kappa_c\,dd$, hence

$$\frac{d\ln\kappa_c}{d\ln d}=-\frac{d}{d+2.5/\kappa_c}\simeq-0.63 .$$

A die thinner by 1 % resolves a wavelength shorter by about 0.6 %. The value of a uniform $h$ has almost no influence on the cutoff, because $k\kappa_c$ far exceeds it: lateral conduction within the die, and not the coolant, erases the pattern.

## How wrong the map is

Insert $y=Gq+n$, with $n$ the noise, into (5):

$$\hat q-q=-(1-F)q+Wn .$$

The noise has zero mean, so the cross term averages out and the expected squared error of a mode is

$$(1-F)^2q^2+W^2\sigma_a^2. \tag{8}$$

The first term is lost signal and the second is passed noise. Modes beyond the pixel grid are lost entirely and add their full $q^2$. The sum gives an expected error of 5.5 W/cm² rms, and the noise draw used here gave 5.45 against the expected 5.49. The mean over forty further draws agreed with (8) within the 3 % allowed in squared error.

Equation (8) needs the true $q$. Replacing $q^2$ by its prior mean $S$, and using $1-F=\sigma_a^2/v$ and $W=GS/v$, gives

$$\frac{\sigma_a^4S+G^2S^2\sigma_a^2}{v^2}=\frac{\sigma_a^2S(\sigma_a^2+G^2S)}{v^2}=\frac{\sigma_a^2S}{v},$$

which contains no unknown map. For modes beyond the pixel grid, integrate $S$ with the mode density from the wavenumber $K_g=\sqrt{4\pi N/A}$ that encloses $N$ modes; this adds $sA/(2\pi K_g)$. The resulting estimate, from data alone, is 5.7 W/cm².

An error of 5.5 against a variation of 15.4 W/cm² is about 36 %. Equation (3) explains its size. The content beyond a sharp cut at $\kappa_c$ is $sA/(2\pi\kappa_c)=21.1\times80/(2\pi\times8.4)\simeq32$ (W/cm²)², whose root is 5.7 W/cm². Sharp edges cannot be restored from this picture without further knowledge, such as a floorplan.

Averages over areas fare better than points. Core 1, hot spot included, has a true mean of 44.8 W/cm² and a recovered one of 43.3. The 0.6 mm hot spot has 160 W/cm² and is recovered as 133, because part of its power is spread outside its border. A square of 1.4 mm side around it has 62.0 W/cm² in both maps, though a match to three figures should not be expected in general.

The highest recovered pixel, however, reads 177 W/cm², above the true maximum of 160. Cutting off short waves can produce such an overshoot. For a strip of width $w$ under a sharp cut at $\kappa_c$, the central value is multiplied by $(2/\pi)\,\mathrm{Si}(\kappa_cw/2)$, where Si is the sine integral. At $\kappa_cw/2=8.4\times0.3\simeq2.5$ this is about 1.13. The actual filter is gradual and acts in two dimensions, so the factor shows the direction of the effect and not its exact amount. Noise is not the main cause here: the same filter applied to noise-free temperatures gives a peak of about 175 W/cm², and noise moves it by up to about 2 W/cm². A single peak pixel should not be read as a peak flux.

## When the coolant or the walls differ from the model

Along a real flow $h$ usually falls as the coolant's thermal boundary layer thickens. Let it drop linearly from 20 % above to 20 % below its mean across the die. A uniform-$h$ inversion then misreads the outgoing flux by up to 20 % of about 17.5 W/cm². A linear ramp has rms value $1/\sqrt3$ of its extreme, so the error should be near $17.5\times0.2/\sqrt3\simeq2.0$ W/cm². The finite-volume temperatures give 2.05.

If $h(x,y)$ is known, this error can be removed. The step leading to (1) used only the temperature and the flux at the back. With $p$ the mode coefficient of the product $h\theta$,

$$q=k\kappa\sinh(\kappa d)\,\theta+\cosh(\kappa d)\,p .$$

Choose a reference $h_0$, use it in $G$, and write $p=h_0\theta+r$, where $r$ is the coefficient of $(h-h_0)\theta$. Then

$$q=\frac1G\left[\theta+G\cosh(\kappa d)\,r\right].$$

The bracket replaces $y$ in (5). With noise-free temperatures this reduces the change from 2.05 to 0.004 W/cm².

The ramp does little harm because it is smooth. The factor $\cosh\kappa d$ in front of $p$ amplifies any fine variation of $h$ that the inversion leaves out. A ripple of 5 % amplitude along $x$ changes the map by about 0.8 W/cm² rms at a wavelength of 5 mm, but by about 7 W/cm² at 1 mm. In a real flow the local $h$ also depends on the heating pattern itself, so fine detail can be trusted only where $h$ is smooth or known on the same scale.

The side walls matter far more. If coolant wets them with the same $h$, they take 17 % of the power, and with $s$ held at 21.1 (W/cm²)²/mm³ the recovered map changes by 30 W/cm² rms, twice its true variation. The depth of the sink explains why. By the symmetry of heat conduction, the back temperature due to a source at depth $z$ equals the temperature at $z$ due to the same source at the back. With an insulated front that profile is proportional to $\cosh\kappa z$. A wall sink at depth $z$ therefore mimics a front sink larger by $\cosh\kappa z$. Averaged over the thickness the factor is $\sinh(\kappa d)/(\kappa d)$, about 8 at the cutoff. The wall loss is also confined to a line at the border, so it feeds short waves strongly. Fitting $s$ anew to such data makes the result worse. Cooled walls leave a slope in the temperature at the border, and its cosine coefficients fall only as $1/\kappa^2$. The search takes them for signal, raises $s$ and lets more error through. Sealing the walls is a condition for using the method in this form.

The parameters are those of a bare flip-chip processor die under flowing infrared-transparent oil, in rough terms. The thickness is somewhat less than that of a full wafer, and 5 mK corresponds to averaging about 16 frames of a camera with roughly 20 mK noise. The value of $h$ is on the high side for oil; a lower one raises the mean temperature but barely moves the cutoff. A bare die may be partly transparent to the camera, so an opaque coating is assumed, thin enough that its thermal resistance is negligible beside $1/h$. A coating of 10 µm with a conductivity of 0.3 W/(m K) already has 17 % of that resistance and, if ignored, changes the map by about 2 W/cm² rms. Of the departures sized here, wetted side walls are the most damaging. The others are smaller:

- A conductivity falling as $T^{-1.3}$, with $k$ set at the mean backside temperature, changes the map by 0.3 W/cm² rms.
- A front leak of 100 W/(m² K) into the package hides 2 % of the power.
- Optical blur of 0.05 mm standard deviation, together with pixel averaging, reduces the signal at the cutoff to 0.89 of its value.
- A thickness taken 2 % too large raises $1/G$ at the cutoff by 9 %, since the exponent $\kappa_cd$ grows by 0.084.

The power must also be steady for several times $Cd/h\simeq0.17$ s, with $C$ a volumetric heat capacity of 1.7 MJ/(m³ K). Errors fixed in the camera, unlike the random noise assumed here, do not shrink with more frames, and the filter cannot tell them from heat. The parameters and most of the results are listed in the numerical output below.

## Numbers as computed

```
die: 10 x 8 x 0.5 mm, pixel 0.1 mm
k = 120 W/(m K), h = 5000 W/(m2 K), coolant 300 K
pixel noise 5.0 mK, pixels 8000
noise per mode 0.0559 mK
background flux 10 W/cm2
core 1: x 1-4 mm, y 1-4 mm, adds 30 W/cm2
core 2: x 6-9 mm, y 1-4 mm, adds 20 W/cm2
hot spot: x 2-2.6 mm, y 2-2.6 mm, adds 120 W/cm2
accelerator: x 7-8 mm, y 5.5-6.5 mm, adds 60 W/cm2
cache: x 2-5 mm, y 5.5-7 mm, adds 10 W/cm2
Biot number h d/k = 0.0208
kappa^2 growth starts near wavelength 21.8 mm
exponential growth starts near wavelength 3.14 mm
wavelength 6.28 d: 1/(hG) = 58, noise/mode 0.00162 W/cm2
wavelength 2.00 d: 1/(hG) = 1.75e+03, noise/mode 0.049 W/cm2
wavelength 1.00 d: 1/(hG) = 8.1e+04, noise/mode 2.26 W/cm2
wavelength 0.50 d: 1/(hG) = 8.66e+07, noise/mode 2.42e+03 W/cm2
cosh(2 pi) = 267.7
backside rise: mean 34.95 K, min 30.56 K, max 42.73 K
finite-volume vs cosine map: 0.082 % of rms variation
largest aliasing error / mode noise = 1.6e-06
edge law / exact content beyond 40 per mm = 1.017
true map rms variation 15.43 W/cm2
naive inversion noise, all modes 2.26e+08 W/cm2 rms
noise keeping wavelengths above d 25.6 W/cm2 rms
s from data 21.13, from edges 20.46 (W/cm2)^2/mm3
cutoff: kappa d = 4.20, wavelength 0.748 mm = 1.50 d
cutoff with noise/10: wavelength 0.548 mm
noise reduction to reach wavelength d: factor 21.9
same by frame averaging: 482 times more frames
map error, this noise draw 5.45 W/cm2 rms
expected error 5.49 W/cm2 rms
error estimated from data alone 5.73 W/cm2 rms
expected error / best possible s = 1.0001
total power: true 13.982 W, recovered 13.982 W
core 1 mean flux: true 44.8, recovered 43.3 W/cm2
core 2 mean flux: true 30.0, recovered 29.0 W/cm2
hot spot mean flux: true 160.0, recovered 133.1 W/cm2
accelerator mean flux: true 70.0, recovered 60.4 W/cm2
cache mean flux: true 20.0, recovered 19.1 W/cm2
1.4 mm square round hot spot: true 62.0, recovered 62.0 W/cm2
recovered map: min 2.1, max 177.0 W/cm2
k ~ T^-1.3: map change 0.30 W/cm2 rms
h falling +/-20 % along x: change 2.05 W/cm2 rms
same after local-h correction 0.0036 W/cm2 rms
side walls wetted at h: change 29.92 W/cm2 rms, power missed 17.2 %
front leak 100 W/(m2 K): change 0.35 W/cm2 rms, power missed 2.0 %
0.05 mm blur and pixel averaging at cutoff: signal x 0.889
thickness taken 2 % too large: cutoff mode of 1/G 8.8 % high
settling time 0.17 s at heat capacity 1.7 MJ/(m3 K)
```
